# Why ellipsoidal valleys leave the ohmic mobility of bulk silicon isotropic: a numerical check

```python
"""
Result under test: six equally populated ellipsoidal valleys on the cube axes
give an isotropic ohmic mobility, mu = e*tau/m_c, 3/m_c = 1/m_l + 2/m_t.
m_l, m_t : effective masses along and across a valley axis
tau      : momentum relaxation time;  e : elementary charge
The scalar form is also tested for a non-parabolic cubic band, and its failure
is tested when a uniaxial energy term makes the valleys unequal.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import expit

e, m0, kB = const.e, const.m_e, const.k
ml, mt = 0.9, 0.2                 # in units of the free-electron mass
tau, temperature = 0.2e-12, 300.0
to_cm2 = 1e4                      # m^2/(V s) to cm^2/(V s)
mc = 3 / (1 / ml + 2 / mt)
mu_formula = e * tau / (mc * m0) * to_cm2
axes = np.array([[1, 0, 0], [-1, 0, 0], [0, 1, 0],
                 [0, -1, 0], [0, 0, 1], [0, 0, -1]], float)


def valley_mobility(axis, tau_l, tau_t):
    """Solve force balance (mass/time) * drift = e * field for unit fields."""
    along = np.outer(axis, axis)
    across = np.eye(3) - along
    friction = m0 * (ml / tau_l * along + mt / tau_t * across)
    return np.linalg.solve(friction, e * np.eye(3)) * to_cm2


valleys = np.array([valley_mobility(a, tau, tau) for a in axes])
total = valleys.mean(axis=0)
assert np.allclose(total, mu_formula * np.eye(3), rtol=1e-10, atol=1e-8)

print(f"longitudinal mass: {ml:.2f} m0")
print(f"transverse mass: {mt:.2f} m0")
print(f"relaxation time: {tau * 1e12:.2f} ps")
print(f"temperature: {temperature:.0f} K")
print(f"conductivity mass: {mc:.4f} m0")
print(f"one-valley mobility along its axis: {valleys[0, 0, 0]:.1f} cm^2/(V s)")
print(f"one-valley mobility across its axis: {valleys[0, 1, 1]:.1f} cm^2/(V s)")
print(f"six-valley mobility from formula: {mu_formula:.1f} cm^2/(V s)")
mean_mass = (ml + 2 * mt) / 3
print(f"arithmetic mean mass (wrong average): {mean_mass:.4f} m0")
print(f"mobility from wrong average: {e*tau/(mean_mass*m0)*to_cm2:.1f} cm^2/(V s)")

# Field directions: individual valleys differ, their mean does not.
for name, direction in (("[100]", (1, 0, 0)), ("[110]", (1, 1, 0)),
                        ("[111]", (1, 1, 1)), ("[123]", (1, 2, 3))):
    n = np.array(direction, float)
    n /= np.linalg.norm(n)
    response = valleys @ n
    parallel = response @ n
    expected = e * tau / m0 * to_cm2 * (1 / mt + (1 / ml - 1 / mt) * (axes @ n)**2)
    assert np.allclose(parallel, expected, rtol=1e-10)
    mean_response = response.mean(axis=0)
    sideways = np.linalg.norm(mean_response - (mean_response @ n) * n)
    assert sideways < 1e-8 * mu_formula
    assert abs(parallel.mean() / mu_formula - 1) < 1e-10
    print(f"field {name}, x/y/z pair mobility along field: "
          f"{parallel[0]:.1f} / {parallel[2]:.1f} / {parallel[4]:.1f} cm^2/(V s)")
    print(f"field {name}, mean mobility: {parallel.mean():.1f} cm^2/(V s)")
    if name == "[110]":
        side = response @ (np.array([1, -1, 0]) / np.sqrt(2))
        angle = np.degrees(np.arctan2(abs(side[0]), parallel[0]))
        assert abs(np.tan(np.radians(angle)) - (ml - mt) / (ml + mt)) < 1e-10
        print(f"field [110], x/y/z pair response along [1-10]: "
              f"{side[0]:.1f} / {side[2]:.1f} / {abs(side[4]):.1f} cm^2/(V s)")
        print(f"field [110], x-pair deflection from field line: {angle:.2f} degrees")

# Different scattering times along and across each valley axis.
tau_l, tau_t = 0.1e-12, 0.2e-12
tensor_tau = np.mean([valley_mobility(a, tau_l, tau_t) for a in axes], axis=0)
mu_tensor_tau = e / (3 * m0) * (tau_l / ml + 2 * tau_t / mt) * to_cm2
assert np.allclose(tensor_tau, mu_tensor_tau * np.eye(3), rtol=1e-10, atol=1e-8)
print(f"unequal times, along and across: {tau_l*1e12:.2f} and {tau_t*1e12:.2f} ps")
print(f"mobility with unequal times: {tensor_tau[0, 0]:.1f} cm^2/(V s)")

# Boltzmann integral in k space, degenerate electrons, energy-dependent time.
# Here kT = hbar = m0 = 1, chemical potential = 1 and time = 1/(1 + energy).
q = np.linspace(-8, 8, 101)
Q = np.meshgrid(q, q, q, indexing="ij", sparse=True)
chem = 1.0


def thermal_weight(energy):
    occupation = expit(chem - energy)
    return occupation * (1 - occupation)


top = quad(lambda x: x**1.5 * thermal_weight(x) / (1 + x), 0, 60, limit=200)[0]
bottom = quad(lambda x: x**1.5 * thermal_weight(x), 0, 60, limit=200)[0]
mean_time = top / bottom
boltzmann = []
for axis_index in range(3):
    mass = np.full(3, mt)
    mass[axis_index] = ml
    energy = sum(Q[i]**2 / (2 * mass[i]) for i in range(3))
    density = expit(chem - energy).sum()
    kernel = thermal_weight(energy) / (1 + energy)
    velocity = [Q[i] / mass[i] for i in range(3)]
    tensor = np.array([[(velocity[i] * velocity[j] * kernel).sum()
                        for j in range(3)] for i in range(3)]) / density
    assert np.allclose(tensor, mean_time * np.diag(1 / mass), rtol=1e-5, atol=1e-7)
    boltzmann.append(tensor)
boltzmann_mean = np.mean(boltzmann, axis=0)
assert np.allclose(boltzmann_mean, mean_time / mc * np.eye(3), rtol=1e-5, atol=1e-7)
print(f"Boltzmann test, average time: {mean_time:.5f} (model units)")
print(f"Boltzmann test, k-space mobility: {boltzmann_mean[0, 0]:.5f} (model units)")
print(f"Boltzmann test, average time / m_c: {mean_time / mc:.5f} (model units)")

# Symmetry alone: count free numbers in an invariant symmetric tensor.
s = sp.symbols("s0:6")
general = sp.Matrix([[s[0], s[1], s[2]], [s[1], s[3], s[4]], [s[2], s[4], s[5]]])
turn_z = sp.Matrix([[0, -1, 0], [1, 0, 0], [0, 0, 1]])
turn_x = sp.Matrix([[1, 0, 0], [0, 0, -1], [0, 1, 0]])


def invariant_tensor(rotations):
    equations = []
    for rotation in rotations:
        equations += list(rotation * general * rotation.T - general)
    solution = sp.solve(equations, s, dict=True)[0]
    return general.subs(solution)


cubic = invariant_tensor([turn_z, turn_x])
tetragonal = invariant_tensor([turn_z])
assert cubic == cubic[0, 0] * sp.eye(3) and len(cubic.free_symbols) == 1
assert len(tetragonal.free_symbols) == 2
print(f"free tensor numbers, two fourfold axes: {len(cubic.free_symbols)}")
print(f"free tensor numbers, one fourfold axis: {len(tetragonal.free_symbols)}")

# Non-parabolic periodic band with six minima on the cube axes.
# Unequal, shifted grids avoid imposing cubic symmetry through the quadrature.
x0, coupling, lattice_kT = 1.5, 4.5, 0.05


def band(k, uniaxial):
    x, y, z = [1 - np.cos(component) for component in k]
    return (x + y + z - x0)**2 + coupling * (x*y + y*z + z*x) - uniaxial * z


def lattice_tensor(uniaxial):
    k1d = [2 * np.pi * (np.arange(n) + shift) / n
           for n, shift in ((84, 0.13), (90, 0.29), (96, 0.41))]
    k = np.meshgrid(*k1d, indexing="ij", sparse=True)
    x, y, z = [1 - np.cos(component) for component in k]
    energy = band(k, uniaxial)
    common = 2 * (x + y + z - x0)
    velocity = [np.sin(k[0]) * (common + coupling * (y + z)),
                np.sin(k[1]) * (common + coupling * (x + z)),
                np.sin(k[2]) * (common + coupling * (x + y) - uniaxial)]
    occupation = np.exp(-energy / lattice_kT)
    kernel = occupation / (3 + energy / lattice_kT) / lattice_kT
    return np.array([[(velocity[i] * velocity[j] * kernel).sum()
                      for j in range(3)] for i in range(3)]) / occupation.sum()


minimum, step = np.array([2 * np.pi / 3, 0, 0]), 1e-3
curvature = [(band(minimum + step * u, 0) + band(minimum - step * u, 0)
              - 2 * band(minimum, 0)) / step**2 for u in np.eye(3)]
assert abs(curvature[1] / curvature[0] - ml / mt) < 1e-4
symmetric = lattice_tensor(0.0)
uniaxial_term = 0.03
distorted = lattice_tensor(uniaxial_term)
assert np.allclose(symmetric, symmetric[0, 0] * np.eye(3), rtol=1e-4, atol=1e-4)
assert distorted[2, 2] / distorted[0, 0] < 0.9
print(f"lattice band, mass ratio at minimum: {curvature[1]/curvature[0]:.3f}")
print(f"lattice band, thermal energy: {lattice_kT:.3f} (model units)")
print(f"cubic lattice band, mobility zz/xx: {symmetric[2,2]/symmetric[0,0]:.5f}")
print(f"uniaxial term in lattice band: {uniaxial_term:.3f} (model units)")
print(f"distorted lattice band, mobility zz/xx: {distorted[2,2]/distorted[0,0]:.4f}")

# Uniaxial splitting: the z pair is lowered, masses and tau stay fixed.
splitting = 0.050 * e
valley_energy = np.where(np.abs(axes[:, 2]) > 0.5, -splitting, 0.0)
weights = np.exp(-valley_energy / (kB * temperature))
weights /= weights.sum()
strained = np.einsum("v,vij->ij", weights, valleys)
pz = 1 / (1 + 2 * np.exp(-splitting / (kB * temperature)))
unit = e * tau / m0 * to_cm2
mu_z = unit * (pz / ml + (1 - pz) / mt)
mu_x = unit * ((1 - pz) / (2 * ml) + (1 + pz) / (2 * mt))
assert np.allclose(strained, np.diag([mu_x, mu_x, mu_z]), rtol=1e-10, atol=1e-8)
assert abs(np.trace(strained) / np.trace(total) - 1) < 1e-10
print(f"valley splitting: {splitting / e * 1e3:.1f} meV")
print(f"thermal energy kT: {kB * temperature / e * 1e3:.2f} meV")
print(f"fraction of electrons in lowered z pair: {pz:.4f}")
print(f"split valleys, mobility xx: {strained[0, 0]:.1f} cm^2/(V s)")
print(f"split valleys, mobility zz: {strained[2, 2]:.1f} cm^2/(V s)")
print(f"split valleys, one third of trace: {np.trace(strained)/3:.1f} cm^2/(V s)")

# Heating power per electron, evaluated with the ohmic valley mobilities.
field = 1e5                       # V/m
print(f"field for heating comparison: {field / 1e5:.1f} kV/cm")
for name, direction in (("[100]", (1, 0, 0)), ("[111]", (1, 1, 1))):
    n = np.array(direction, float)
    n /= np.linalg.norm(n)
    drift = valleys @ n * field / to_cm2
    power = drift @ n * field * 1e3 * 1e-12       # meV/ps
    if name == "[100]":
        assert abs(power[2] / power[0] - ml / mt) < 1e-10
    else:
        assert np.ptp(power) < 1e-10 * power.mean()
    print(f"heating, field {name}, x/y/z pair: "
          f"{power[0]:.3f} / {power[2]:.3f} / {power[4]:.3f} meV/ps")

print("finished without a failed check")
```

Running it gives:

```
longitudinal mass: 0.90 m0
transverse mass: 0.20 m0
relaxation time: 0.20 ps
temperature: 300 K
conductivity mass: 0.2700 m0
one-valley mobility along its axis: 390.8 cm^2/(V s)
one-valley mobility across its axis: 1758.8 cm^2/(V s)
six-valley mobility from formula: 1302.8 cm^2/(V s)
arithmetic mean mass (wrong average): 0.4333 m0
mobility from wrong average: 811.8 cm^2/(V s)
field [100], x/y/z pair mobility along field: 390.8 / 1758.8 / 1758.8 cm^2/(V s)
field [100], mean mobility: 1302.8 cm^2/(V s)
field [110], x/y/z pair mobility along field: 1074.8 / 1074.8 / 1758.8 cm^2/(V s)
field [110], mean mobility: 1302.8 cm^2/(V s)
field [110], x/y/z pair response along [1-10]: -684.0 / 684.0 / 0.0 cm^2/(V s)
field [110], x-pair deflection from field line: 32.47 degrees
field [111], x/y/z pair mobility along field: 1302.8 / 1302.8 / 1302.8 cm^2/(V s)
field [111], mean mobility: 1302.8 cm^2/(V s)
field [123], x/y/z pair mobility along field: 1661.1 / 1368.0 / 879.4 cm^2/(V s)
field [123], mean mobility: 1302.8 cm^2/(V s)
unequal times, along and across: 0.10 and 0.20 ps
mobility with unequal times: 1237.7 cm^2/(V s)
Boltzmann test, average time: 0.27732 (model units)
Boltzmann test, k-space mobility: 1.02710 (model units)
Boltzmann test, average time / m_c: 1.02710 (model units)
free tensor numbers, two fourfold axes: 1
free tensor numbers, one fourfold axis: 2
lattice band, mass ratio at minimum: 4.500
lattice band, thermal energy: 0.050 (model units)
cubic lattice band, mobility zz/xx: 1.00001
uniaxial term in lattice band: 0.030 (model units)
distorted lattice band, mobility zz/xx: 0.6079
valley splitting: 50.0 meV
thermal energy kT: 25.85 meV
fraction of electrons in lowered z pair: 0.7757
split valleys, mobility xx: 1605.4 cm^2/(V s)
split valleys, mobility zz: 697.6 cm^2/(V s)
split valleys, one third of trace: 1302.8 cm^2/(V s)
field for heating comparison: 1.0 kV/cm
heating, field [100], x/y/z pair: 0.391 / 1.759 / 1.759 meV/ps
heating, field [111], x/y/z pair: 1.303 / 1.303 / 1.303 meV/ps
finished without a failed check
```
